# Two-electron positive-energy projection by complex rotation and by energy cuts

## 1. Definitions and conventions

Hartree atomic units are used, and every energy includes the rest energy unless $2c^2$ is explicitly subtracted. One electron in the field of a point nucleus of charge $Z<c$ has the Hamiltonian

$$h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-\frac Zr .$$

Its bound energies $\varepsilon_b$ lie in $(0,c^2)$, and its continua are $\varepsilon\ge c^2$ and $\varepsilon\le -c^2$. The noninteracting and interacting pair Hamiltonians are

$$H_0=h_1+h_2,\qquad H=H_0+V,\qquad V=\frac1{r_{12}} .$$

An electron is called positive (+) if it is in a bound state or in the upper continuum, and negative (−) if it is in the lower continuum. With $\Lambda_+$ the one-electron projector on positive states, the pair projector is $\Lambda_{++}=\Lambda_+(1)\Lambda_+(2)$. The no-pair energies are the eigenvalues of $\Lambda_{++}H\Lambda_{++}$ in the range of $\Lambda_{++}$.

If orbitals are available, this product can be formed directly. A correlated pair basis need not be a product of one-electron spaces, and the positive states may then have to be recognized from the eigenvalues of $H_0$. On the real axis this is impossible in a complete basis: the mixed energies

$$\sqrt{c^4+c^2k_1^2}-\sqrt{c^4+c^2k_2^2}$$

take every real value, including those of the ++ states.

Complex rotation replaces $r$ by $re^{i\theta}$, with $0<\theta<\pi/2$. Since $\mathbf p$ and $1/r$ both scale as an inverse length,

$$h(\theta)=\beta c^2+e^{-i\theta}\left(c\,\boldsymbol\alpha\cdot\mathbf p-\frac Zr\right),\qquad V(\theta)=e^{-i\theta}V .$$

Bound energies do not move. For example, the factor $e^{-Zr}$ of the 1s function becomes $e^{-Zre^{i\theta}}$, which still decays because $\cos\theta>0$. It is assumed that the rotation exposes no further one-electron eigenvalues.

## 2. The rotated branches and the wedge rule

Far from the nucleus the potential drops out of the continuum dispersion relation, and $(\boldsymbol\alpha\cdot\mathbf p)^2=p^2$ gives

$$\varepsilon=\pm\sqrt{c^4+c^2k^2e^{-2i\theta}},\qquad k\ge0 .$$

For small $k$ the upper branch is $c^2+\tfrac12k^2e^{-2i\theta}$, the nonrelativistic continuum turned by $2\theta$. For large $k$ it approaches $cke^{-i\theta}$, turned by $\theta$ only.

Let $e^{i\theta}\varepsilon=R+is$ on the upper branch. Squaring gives

$$(R+is)^2=c^4e^{2i\theta}+c^2k^2 .$$

The imaginary and real parts are

$$Rs=c^4\sin\theta\cos\theta,\qquad R^2-s^2=c^2k^2+c^4\cos2\theta .$$

The first equation is a hyperbola. At $k=0$ it starts at $R=c^2\cos\theta$, $s=c^2\sin\theta$. As $k$ grows, $R$ increases and $s$ falls towards zero, so

$$R\ge c^2\cos\theta,\qquad 0<s\le c^2\sin\theta .$$

The lower branch is $-(R+is)$. A bound state gives $\varepsilon_b(\cos\theta+i\sin\theta)$, with both parts positive.

The energies of $H_0(\theta)$ are sums $E$ of two one-electron energies. Put $w=e^{i\theta}E$.

- **++**: both summands have positive real and imaginary parts, hence $\operatorname{Re}w>0$ and $\operatorname{Im}w>0$.
- **+−, both in the continuum**: $w=(R_1-R_2)+i(s_1-s_2)$. Since $s=c^4\sin\theta\cos\theta/R$,

$$(R_1-R_2)(s_1-s_2)=-c^4\sin\theta\cos\theta\,\frac{(R_1-R_2)^2}{R_1R_2}\le0 ,$$

so the two parts cannot both be positive.

- **+−, with the positive electron bound**: $\operatorname{Re}w=\varepsilon_b\cos\theta-R<0$, because $\varepsilon_b<c^2$ and $R\ge c^2\cos\theta$.
- **−−**: $\operatorname{Re}w<0$.

Therefore

$$E\in{++}\quad\Longleftrightarrow\quad \operatorname{Re}(e^{i\theta}E)>0\ \text{ and }\ \operatorname{Im}(e^{i\theta}E)>0 .$$

In the $E$ plane this is the wedge $-\theta<\arg E<\pi/2-\theta$.

The +− and −− branches are disjoint too. A common point would require $d=a+d'+d''$, where $a$ is the rotated energy of a positive electron and $d,d',d''$ lie on the hyperbola. Then $d$ would exceed $d'$ in both $R$ and $s$, although the product $Rs$ is the same for both.

The three branches are not three curves. Two free momenta sweep out two-dimensional regions; a bound electron paired with a continuum electron adds curves.

## 3. How close the branches come

The regions are disjoint but approach each other at large momentum. Measure energies in $c^2$ and momenta in $c$ (that is, in $mc$), let all momenta be at most $K\gg1$, and write $\sigma=\sin\theta\cos\theta$. At large momentum $R\simeq k$ and $s\simeq\sigma/R$.

Take a mixed pair with positive electron at $R=K$ and negative electron at $R=xK$, $0<x<1$. The largest allowed $K$ is the right choice because, at fixed $x$, the gap found below scales as $1/K$. The mixed pair has

$$\operatorname{Re}w=(1-x)K,\qquad \operatorname{Im}w=\frac{\sigma}{K}\left(1-\frac1x\right)<0 .$$

A ++ pair with the same real part has $R_1+R_2=(1-x)K$. Its imaginary part $\sigma(1/R_1+1/R_2)$ is smallest for $R_1=R_2$, where it equals $4\sigma/[(1-x)K]$. The vertical gap is thus

$$g(x)=\frac{\sigma}{K}\left[\frac4{1-x}+\frac1x-1\right].$$

Setting $g'(x)=0$ gives $4/(1-x)^2=1/x^2$, hence $2x=1-x$ and $x=1/3$. The bracket is then $6+3-1=8$. The edges of the regions have slopes of order $1/K^2$, so the vertical gap is also the leading distance:

$$g_{\min}\simeq\frac{8\sigma}{K}=\frac{4\sin2\theta}{K}\quad\text{in units of }mc^2 .$$

For $\theta=0.3$ rad and $K=40$ this gives $0.05646\,mc^2$; a numerical search over the original square-root curves gives $0.05645\,mc^2$.

The gap shrinks as $\theta\to0$ and as the basis reaches higher momenta. Labels of high-lying states therefore leave little room for discretization errors. Mixed states whose two energies nearly cancel also need care: whatever their momenta, they lie near $w=0$, the apex of the wedge, so a small displacement can carry them across its boundary. Because the gap closes at infinity, a contour around the whole ++ region does not by itself define the projector in a complete basis. The product $\Lambda_+(1)\Lambda_+(2)$ does.

## 4. The algorithm and the invariance of the energy

In a finite orthonormal real basis, $H_0(\theta)$ is complex symmetric but not Hermitian. Write its eigenvectors as the columns of $X$:

$$H_0(\theta)X=X\mathcal E .$$

Let $S$ be the set of eigenvalues in the wedge, $X_S$ the corresponding columns of $X$, and $Y_S$ the corresponding rows of $X^{-1}$. From $X^{-1}X=1$ follows $Y_SX_S=1$, so

$$\Lambda=X_SY_S,\qquad \Lambda^2=X_S(Y_SX_S)Y_S=\Lambda .$$

A state in the range of $\Lambda$ is $X_Sa$. Multiplying the projected equation by $Y_S$ from the left gives

$$Ma=Ea,\qquad M=\mathcal E_S+e^{-i\theta}Y_SVX_S .$$

The steps are: build $H_0(\theta)$ and $V$, diagonalize $H_0(\theta)$, select by the signs of $\operatorname{Re}w$ and $\operatorname{Im}w$, form $M$, and diagonalize it. No one-electron label enters.

The exact no-pair energy does not depend on $\theta$, for the following reason. The one-electron projector can be written with a symmetric principal-value integral along the imaginary axis:

$$\Lambda_+(\theta)=\frac12+\frac1{2\pi}\int_{-\infty}^{\infty}\frac{dy}{h(\theta)-iy}.$$

For an eigenvalue $\varepsilon$, the odd part of the integrand cancels, and $\int\varepsilon\,dy/(\varepsilon^2+y^2)=\pm\pi$ according to the sign of $\operatorname{Re}\varepsilon$; the result is 1 or 0. The rotated spectrum does not cross the imaginary axis for $\theta<\pi/2$, so the projector continues analytically from the unrotated one. For a real scaling $r\to e^\eta r$, operator and projector undergo the same unitary transformation, and the energies stay fixed. An isolated bound eigenvalue is analytic in $\eta$ and constant for real $\eta$, hence also constant at $\eta=i\theta$, as long as it remains isolated.

## 5. Sources of error

**Discretization of the branches.** For $s_{1/2}$ electrons ($\kappa=-1$) the unrotated radial equations for the large and small components $P$ and $Q$ are

$$\left(c^2-\frac Zr\right)P-c\left(\frac d{dr}+\frac1r\right)Q=\varepsilon P,$$

$$c\left(\frac d{dr}-\frac1r\right)P-\left(c^2+\frac Zr\right)Q=\varepsilon Q .$$

Use the same real functions $\phi_n$ for both components, and let $D_{mn}=\langle\phi_m|(d/dr-1/r)\phi_n\rangle$. Integration by parts turns the operator in the first equation into $D^T$. Without a nucleus,

$$h(\theta)=\begin{pmatrix}c^2&ce^{-i\theta}D^T\\ ce^{-i\theta}D&-c^2\end{pmatrix}.$$

In the square of this matrix the off-diagonal blocks cancel, and the upper block is $c^4+c^2e^{-2i\theta}D^TD$. If $q$ is a singular value of $D$, then

$$\varepsilon=\pm\sqrt{c^4+c^2q^2e^{-2i\theta}} .$$

The free finite-basis eigenvalues thus lie on the exact curves. With a nucleus they are displaced. If every positive one-electron eigenvalue still has $\operatorname{Re}(e^{i\theta}\varepsilon)>0$ and $\operatorname{Im}(e^{i\theta}\varepsilon)>0$, no ++ sum can leave the wedge. This does not exclude mixed intruders, which need a separate count.

**Rounding.** A small perturbation $\delta H_0$ shifts a simple eigenvalue, with right vector $x_j$ and left vector $y_j$ normalized to $y_jx_j=1$, by $\delta E_j=y_j\,\delta H_0\,x_j$ to first order. Thus

$$|\delta E_j|\le\|y_j\|\,\|x_j\|\,\|\delta H_0\| .$$

To this order, the label is safe if the bound is smaller than the distance of $w_j$ from the wedge boundary.

**Loss of the variational bound.** Let $x_0,y_0$ be exact right and left eigenvectors of a fixed projected operator $M$ with energy $E$, and use trial vectors $x_0+\delta x$, $y_0+\delta y$. Since $(M-E)x_0=0$ and $y_0(M-E)=0$,

$$E_{\rm trial}-E=\frac{\delta y\,(M-E)\,\delta x}{(y_0+\delta y)(x_0+\delta x)} .$$

The error is of second order but has no definite sign and may be complex. A change of basis also changes the approximate projector, which adds an error outside this formula.

**Choice of angle.** Since the basis is real, $h(-\theta)=h(\theta)^*$. An energy followed smoothly from $\theta=0$ then obeys $E(-\theta)=E(\theta)^*$: its real part is even in $\theta$ and its imaginary part odd. For small angles the spurious imaginary part starts linearly and the real drift quadratically. A small angle reduces this error but also narrows the gap of Section 3.

## 6. A two-electron model at Z = 50

The model has a point nucleus with $Z=50$, total angular momentum $J=0$, and both electrons restricted to $s_{1/2}$. The multipole of order $L$ in $1/r_{12}$ can connect two $j=1/2$ states only for $L\le1$, and parity excludes $L=1$. What remains is $1/r_>$, with $r_>$ the larger radius. The spin-angular part is antisymmetric, so the radial pair function is symmetric. Higher angular momenta, the Breit interaction, QED and nuclear size are left out.

Near the nucleus, $P\simeq ar^\gamma$ and $Q\simeq br^\gamma$ give

$$-Za-c(\gamma+1)b=0,\qquad c(\gamma-1)a-Zb=0 .$$

The determinant vanishes for $\gamma^2=1-Z^2/c^2$, so $\gamma=0.931059$. The basis consists of $N=12$ functions per component,

$$\phi_n\propto r^\gamma e^{-\lambda r}L_n^{(2\gamma)}(2\lambda r),$$

first with $\lambda=Z=50\ \mathrm{bohr}^{-1}$. There are $24\cdot25/2=300$ symmetric pair functions, of which $12\cdot13/2=78$ combinations are ++.

The repulsion integrals use $1/r_>=\int_{r_>}^{\infty}dR/R^2$. Exchanging the order of integration gives

$$(ab|cd)=\int_0^\infty\frac{q_{ab}(R)\,q_{cd}(R)}{R^2}\,dR,\qquad q_{ab}(R)=\int_0^R\phi_a\phi_b\,dr .$$

The 1s energy is $\varepsilon_{1s}=\gamma c^2$, or $-1294.6261$ Hartree relative to $c^2$. The 1s–1s repulsion is 32.9251 Hartree. The first-order pair energy relative to $2c^2$ is therefore

$$2(-1294.6261)+32.9251=-2556.3271\ \text{Hartree}.$$

Diagonalization in the space of ordinary positive-energy orbitals gives $-2556.4691$ Hartree, or about $-69565.1$ eV. The lowering of 0.1420 Hartree is the radial relaxation and correlation available in this model. The last digit of the energy is not converged: $N=24$ lowers it by a further 0.017 mHartree, to $-2556.4692$ Hartree.

The wedge selects 78 states at each of the angles 0.1, 0.2 and 0.3 rad. A test confirms that its projector agrees with the product of rotated one-electron projectors. Relative to the orbital no-pair energy, its energy deviates by

| $\theta$/rad | real part/mHartree | imaginary part/mHartree |
|---|---:|---:|
| 0.1 | −0.0010 | 0.0058 |
| 0.2 | −0.0038 | 0.0110 |
| 0.3 | −0.0080 | 0.0149 |

The real part grows nearly as $\theta^2$ and the imaginary part somewhat more slowly than $\theta$, as the parity argument suggests for small angles. An exact isolated no-pair level would have no imaginary part, so this part measures the basis error, not a decay rate.

Without projection, the rotated eigenvalue nearest to the no-pair energy lies about 0.65 mHartree above it. At $N=12$ this shift changes by less than 0.004 mHartree among the three angles; stability against the angle does not show convergence with the basis size, and at 0.2 rad the shift grows to 0.66 mHartree for $N=16$ and 0.67 mHartree for $N=24$. In this basis its imaginary part stays below 0.001 mHartree and is positive, whereas a decaying state has a negative one in this convention. It is smaller than the spurious imaginary parts in the table, so neither its size nor its sign can be taken as physical, and at $N=12$ the calculation does not resolve a decay width. At 0.2 rad the imaginary part turns negative in larger bases, about $-0.002$ mHartree for $N=16$ and $-0.003$ mHartree for $N=18$ and 24; whether this is a converged width is not established here.

## 7. Comparison with energy cuts

An energy cut keeps all unrotated $H_0$ states above $E_{\rm cut}$. Two choices are considered: zero, and 1 Hartree below $2\varepsilon_{1s}$. Both retain all ++ states. A mixed state enters when $\varepsilon_++\varepsilon_->E_{\rm cut}$. Since the negative continuum begins at $-c^2$, the upper cut admits one only if, approximately,

$$\varepsilon_+>2\varepsilon_{1s}+c^2=2.862\,c^2 .$$

At $\lambda=Z$, the highest one-electron energies for $N=6,12,18,24$ are 1.51, 2.49, 3.53 and 4.60 $c^2$. The upper cut then admits 0, 0, 15 and 22 mixed states. In the smaller bases it isolates ++ because high momenta are missing; enlarging the basis removes this property.

For $N=12$ and different exponents, the intruders and the energy deviations from the orbital no-pair result in the same basis are:

| $\lambda/Z$ | intruders: upper, zero | deviation/mHartree: upper, zero |
|---|---:|---:|
| 0.80 | 0, 43 | 0.0000, 0.0416 |
| 1.00 | 0, 47 | 0.0000, 0.0542 |
| 1.25 | 6, 50 | −0.0006, 0.0474 |
| 1.60 | 9, 52 | −0.0004, 0.0351 |

The upper cut does well for this ground state, even with intruders. Its deviations are smaller than those of the wedge at 0.2 rad, whose real parts range from −0.0086 to −0.0008 mHartree over the same exponents. At this angle and $N=12$ the wedge is thus not the more accurate method for this energy; at smaller angles its error is lower. The order reverses in a larger basis: for $N=24$ and $\lambda=Z$ the upper cut, with 22 intruders, deviates by $-0.0028$ mHartree and the wedge at 0.2 rad by $-0.0004+0.0015i$ mHartree. Its advantage is that its selection rule does not rely on missing high-momentum states. The orbital energy itself changes by 0.034 mHartree across the exponents, which shows the scale of the remaining basis dependence.

The danger of an intruder can be seen from two levels separated by $\Delta$ and coupled by $v$. Their energies, measured from the midpoint, are $\pm\sqrt{\Delta^2/4+v^2}$. For $|v|\ll|\Delta|$ the shift has magnitude $v^2/|\Delta|$, but at $\Delta=0$ the states mix equally. No such accident occurs here: the weight of the noninteracting 1s–1s state remains 0.9999 for both cuts.

## 8. A basis without one-electron labels

Restricting the radial indices to $n_1+n_2\le11$ leaves 162 symmetric functions, which no longer form a product space. Of these, 42 have large components for both electrons. If momentum and potential terms are switched off, these functions have energy $2c^2$, the mixed ones 0 and the small-small ones $-2c^2$. This suggests 42 positive states, but does not prove it, because the mixed energies start at the apex of the wedge.

The wedge finds 42 states at all three angles. Relative to the product-basis no-pair energy, the deviations are $0.057+0.024i$, $0.045+0.044i$ and $0.028+0.060i$ mHartree. The falling real part is no sign of improvement, since the imaginary part grows. The upper cut also keeps 42 states and deviates by 0.061 mHartree; this basis, too, is small enough for the cut to work. The eigenvalues of $H_0(\theta)$ in such a basis are not sums of one-electron energies, so the proof of Section 2 does not cover them, and the rule can fail: at 1.2 rad the wedge keeps 43 states, one of them mostly mixed. For $n_1+n_2\le15$, with 72 large-large functions, the wedge keeps 72 states at 0.2 rad but 73 at 0.7 rad, and the upper cut keeps 73. A larger angle is therefore not automatically safer.

Labels were also counted in product bases at 0.2 rad for $(Z,N)=(50,12)$, $(80,12)$ and $(80,24)$, with $\lambda=Z$. No ++ state was lost and no mixed state intruded. The smallest imaginary part of $e^{i\theta}\varepsilon$ among positive states was 0.060, 0.037 and 0.019 $c^2$, respectively. The last two values show this one-electron margin shrinking as the basis grows. It protects the ++ labels only and does not tell how close the mixed states come to the wedge. Correct labels in these three cases do not guarantee them in larger bases, so the count and the distances of both ++ and mixed states from the wedge boundary should be checked again whenever the charge, exponent, angle or basis size is changed.

## Computed results

```
speed of light c = 137.035999 a.u.; c^2 = 18778.8651 Eh
Z = 50, N = 12, exponent = 50 1/bohr, gam = 0.931059
symmetric pair functions: 300; ++ states: 78
closest ++/+- distance, kmax = 40 mc, theta = 0.3 rad:
  search 0.05645, large-k law 0.05646 mc^2
1s energy minus c^2: -1294.626149 Eh
1s1s repulsion F0: 32.925132 Eh
first-order pair energy minus 2c^2: -2556.327166 Eh
orbital no-pair energy minus 2c^2: -2556.469145 Eh
  the same: -69565.069 eV
wedge projection: theta/rad, kept, Re and Im of E-E(no-pair)/mEh
  0.1  78  -0.00098  0.00584
       unprojected: 0.65227  0.00067
  0.2  78  -0.00377  0.01100
       unprojected: 0.65067  0.00091
  0.3  78  -0.00800  0.01489
       unprojected: 0.64851  0.00027
exponent/Z | no-pair E-2c^2 in Eh | deviations from it in mEh:
  wedge(0.2 rad), cut below 2e(1s), cut at 0 | +- kept | 1s1s weights
  0.80 | -2556.469126 | -0.00863, -0.00000, 0.04163 | 0, 43 | 0.99990, 0.99990
  1.00 | -2556.469145 | -0.00377, 0.00000, 0.05419 | 0, 47 | 0.99990, 0.99990
  1.25 | -2556.469155 | -0.00174, -0.00056, 0.04744 | 6, 50 | 0.99990, 0.99990
  1.60 | -2556.469160 | -0.00078, -0.00035, 0.03505 | 9, 52 | 0.99990, 0.99990
cut below 2e(1s), exponent = Z; 2e(1s)+c^2 = 2.8621 c^2
  N, highest one-electron energy/c^2, +- states above the cut
  6  1.5081  0
  12  2.4861  0
  18  3.5306  15
  24  4.5955  22
triangular basis: 162 functions, 42 large-large
  wedge 0.1 rad: kept 42, E-E(no-pair, product) = 0.05668 +0.02355i mEh
  wedge 0.2 rad: kept 42, E-E(no-pair, product) = 0.04549 +0.04443i mEh
  wedge 0.3 rad: kept 42, E-E(no-pair, product) = 0.02846 +0.06032i mEh
  cut below 2e(1s): kept 42, deviation 0.06058 mEh
audit at 0.2 rad: Z, N, ++ lost, +- intruding, min Im(w+)/c^2
  50  12  0  0  0.059770
  80  12  0  0  0.036972
  80  24  0  0  0.019205
```
